# Microwave Cavity Resonance Shift as a Measure of Field-Weighted Plasma Electron Density, part 2

A weak plasma raises the resonance frequency of a closed, perfectly conducting microwave cavity, and the shift measures the electron density. The electrons are cold and collisionless, with steady density $n(\mathbf r)$, charge $-e$ and mass $m$. Ions are immobile, there is no static magnetic field, and the probing field is weak. The derivations use SI units and the time factor $e^{-i\omega t}$; $c$ is the speed of light, and $\omega_p^2=ne^2/(\varepsilon_0m)$ defines the local plasma frequency.

The first derivation describes the electrons by a permittivity. It compares the field $\mathbf E$ with the vacuum mode $\mathbf E_0$ of frequency $\omega_0=2\pi f_0$. If $\omega_p<\omega$ everywhere,

$$(\omega^2-\omega_0^2)\int\mathbf E_0^*\cdot\mathbf E\,dV=\int\omega_p^2\,\mathbf E_0^*\cdot\mathbf E\,dV . \tag{3}$$

With $\mathbf E=\mathbf E_0+\delta\mathbf E$ and $\Delta\omega=\omega-\omega_0=2\pi\Delta f$, first order in density gives

$$\omega^2-\omega_0^2=\langle\omega_p^2\rangle\equiv
\frac{\int\omega_p^2|\mathbf E_0|^2dV}{\int|\mathbf E_0|^2dV}, \tag{4}$$

$$\frac{\Delta\omega}{\omega_0}=\frac{e^2}{2\varepsilon_0m\omega_0^2}\,n_E,
\qquad
n_E=\frac{\int n|\mathbf E_0|^2dV}{\int|\mathbf E_0|^2dV}, \tag{5}$$

$$n_E=\frac{2\varepsilon_0m\omega_0\Delta\omega}{e^2}=\frac{8\pi^2\varepsilon_0m}{e^2}\,f_0\,\Delta f . \tag{6}$$

The second derivation expands $\mathbf E=\sum_k a_k(t)\,\mathbf e_k(\mathbf r)$ in real, orthonormal vacuum fields: solenoidal modes with $\omega_k>0$, and curl-free fields with $\omega_k=0$, which carry the space charge. For electron current density $\mathbf J$,

$$\ddot a_k+\omega_k^2a_k=-\frac1{\varepsilon_0}\int\mathbf e_k\cdot\frac{\partial\mathbf J}{\partial t}\,dV . \tag{7}$$

Without collisions, $\partial\mathbf J/\partial t=\varepsilon_0\omega_p^2\,\mathbf E$, so

$$\ddot a_k+\omega_k^2a_k=-\sum_lW_{kl}a_l,\qquad W_{kl}=\int\omega_p^2\,\mathbf e_k\cdot\mathbf e_l\,dV . \tag{8}$$

Keeping only the studied mode, $k=0$, gives (4), with $W_{00}=\langle\omega_p^2\rangle$.

The example is a cylinder of radius $R=40$ mm and height $h=20$ mm in the mode TM$_{010}$, with $\mathbf E_0=\hat{\mathbf z}\,J_0(x_{01}r/R)$, $x_{01}=2.40483$ and $f_0=2868.56$ MHz. The diffusion profile $n=n_0\,J_0(x_{01}r/R)\,\sin(\pi z/h)$, with $n_0=10^{9}$ cm$^{-3}$, has $n_E=0.46043\,n_0=4.604\times10^{8}$ cm$^{-3}$ and peak $\omega_p^2/\omega_0^2=0.0098$. The full field solution, by finite differences with 40 and 80 radial intervals and extrapolation, gives a shift of 6.469 MHz. A hollow cloud, with density proportional to $r^2/R^2$ and the same $n_E$, gives 6.458 MHz.

### Collisions

The time equations take collisions easily. Let electrons lose momentum at a uniform rate $\nu$, so that $\partial\mathbf J/\partial t=\varepsilon_0\omega_p^2\mathbf E-\nu\mathbf J$. Keep one mode, and define $j=\varepsilon_0^{-1}\int\mathbf e_0\cdot\mathbf J\,dV$. Then

$$\ddot a_0+\omega_0^2a_0=-\dot j,\qquad\dot j=W_{00}a_0-\nu j .$$

For a time factor $e^{-i\omega t}$ the second equation gives $j=W_{00}a_0/(\nu-i\omega)$. The first gives $(\omega_0^2-\omega^2)a_0=i\omega j$. Together,

$$\omega^2-\omega_0^2=\frac{-i\omega W_{00}}{\nu-i\omega}=\frac{\omega W_{00}}{\omega+i\nu},$$

where the last step multiplies numerator and denominator by $i$. For a small shift, put $\omega=\omega_0$ on the right and $2\omega_0(\omega-\omega_0)$ on the left:

$$\omega-\omega_0=\frac{W_{00}}{2(\omega_0+i\nu)}=\frac{W_{00}\,(\omega_0-i\nu)}{2(\omega_0^2+\nu^2)} .$$

The real part is the collisionless shift divided by $1+\nu^2/\omega_0^2$. The negative imaginary part means that the amplitude decays at the rate $W_{00}\nu/[2(\omega_0^2+\nu^2)]$. These formulas were tested against the eigenvalues of the coupled equations for $W_{00}=10^{-4}\omega_0^2$ and $\nu=0.5\,\omega_0$. Shift and decay rate both agreed within 0.1%.

For argon at 50 mTorr and 300 K, a rough rate coefficient of $10^{-7}$ cm³/s gives $\nu\approx1.6\times10^{8}$ s$^{-1}$. Then $(\nu/\omega_0)^2=8\times10^{-5}$, and the collisionless shift is a good approximation. The plasma adds about $4\times10^{-5}$ to $1/Q$. This is small beside $5\times10^{-4}$ for an assumed loaded $Q$ of 2000.

### What the other modes do

Return to the collisionless equations (8) and let the other amplitudes be small. For $l\neq0$, to first order in density,

$$(\omega_l^2-\omega_0^2)\,a_l=-W_{l0}a_0,\qquad\text{so}\qquad a_l=\frac{W_{l0}}{\omega_0^2-\omega_l^2}\,a_0 .$$

In the equation for $a_0$ these amplitudes add a second-order term:

$$\omega^2=\omega_0^2+W_{00}+\sum_{l\neq0}\frac{W_{0l}^2}{\omega_0^2-\omega_l^2}. \tag{9}$$

This makes the condition for (4) explicit: the sum must be small compared with $W_{00}$. It is not enough that each coupling $W_{0l}$ is small compared with $|\omega_0^2-\omega_l^2|$, because many small terms can add up, as they do for a thin dense layer perpendicular to the field. Solenoidal modes above $\omega_0$ lower the frequency. Curl-free fields have $\omega_l=0$, so each of them adds $+W_{0l}^2/\omega_0^2$. Space charge therefore raises the resonance at this order.

For TM$_{010}$ the two effects can be combined. Let the density depend on $r$ and $z$ only. The product $\omega_p^2\mathbf e_0$ points along $z$, and its magnitude can be expanded in normalized functions proportional to $\varphi=J_0(\kappa r)\cos qz$. Here $\kappa R$ is a zero of $J_0$, and $qh$ is a multiple of $\pi$. Let $F$ be one expansion coefficient, and let $k_0=x_{01}/R$.

A unit field $\hat{\mathbf z}\varphi$ belongs partly to a solenoidal mode and partly to a curl-free field. The solenoidal mode is proportional to

$$\nabla\times\nabla\times(\hat{\mathbf z}\varphi)=\nabla\frac{\partial\varphi}{\partial z}-\hat{\mathbf z}\nabla^2\varphi .$$

Its $z$ component is $(-q^2+\kappa^2+q^2)\varphi=\kappa^2\varphi$, and its radial component is $\kappa q\,J_1(\kappa r)\sin qz$. For $q\neq0$ the function $J_1(\kappa r)\sin qz$ has the same square integral as $\varphi$: the means of $\sin^2qz$ and $\cos^2qz$ are equal, and one integration by parts with $J_0(\kappa R)=0$ gives $\int_0^RJ_1^2(\kappa r)\,r\,dr=\int_0^RJ_0^2(\kappa r)\,r\,dr$. Only the amplitudes then matter. The squared share along $z$ is thus $\kappa^4/(\kappa^4+\kappa^2q^2)=\kappa^2/(\kappa^2+q^2)$. The curl-free field is the gradient of $J_0(\kappa r)\sin qz$, with amplitudes $q$ along $z$ and $\kappa$ along $r$. Its share is $q^2/(\kappa^2+q^2)$, and the two shares add to one.

The solenoidal mode has $\omega_l^2=c^2(\kappa^2+q^2)$. The contribution to $\omega^2$ in (9) is therefore

$$\frac{F^2}{c^2}\left[\frac{q^2}{(\kappa^2+q^2)k_0^2}-\frac{\kappa^2}{(\kappa^2+q^2)(\kappa^2+q^2-k_0^2)}\right].$$

Over the common denominator the numerator is

$$q^2(\kappa^2+q^2-k_0^2)-\kappa^2k_0^2=(\kappa^2+q^2)(q^2-k_0^2),$$

and the factor $\kappa^2+q^2$ cancels:

$$\frac{F^2}{c^2}\,\frac{q^2-k_0^2}{k_0^2\,(\kappa^2+q^2-k_0^2)} . \tag{10}$$

The sum runs over all pairs $(\kappa,q)$ except $(k_0,0)$, which is the mode itself. A density that varies only with radius has $q=0$, and every term is negative. For the diffusion profile, symmetric about the mid-plane, the smallest nonzero $q$ is $2\pi/h=12.6/R$. This is well above $k_0=2.4/R$, so the terms with axial variation are positive.

Let $s$ be the peak value of $\omega_p^2/\omega_0^2$. For the diffusion profile in this cavity the sums give

$$\frac{\omega^2-\omega_0^2}{\omega_0^2}=0.46043\,s+0.04718\,s^2+\dots$$

The second coefficient consists of $+0.05124$ from the curl-free fields and $-0.00407$ from the solenoidal modes. The full field solution at $s=\pm0.05$ gives coefficients 0.46041 and 0.04718. The negative value of $s$ serves here as a mathematical device to separate odd and even terms.

At $s=0.0098$ the second-order term is 0.10% of the first. The linearization of $\omega^2-\omega_0^2$ acts the other way, by 0.11%, and the two nearly cancel. This is why the linear formula (6) recovers $4.604\times10^{8}$ cm$^{-3}$, while the formula that keeps $\omega^2-\omega_0^2$ gives $4.609\times10^{8}$ cm$^{-3}$. The better result of the cruder formula is an accident of this profile. It persists for flat cavities, $h\le R/2$, and fades as the cavity is made taller: at $h=1.5R$ the second-order term is only 0.07% against the same 0.11%.

For the hollow cloud, the second-order term and the linearization both reduce the shift, in agreement with its slightly lower value of 6.458 MHz. At $s=0.5$, with the diffusion profile, the computed $\omega^2-\omega_0^2$ exceeds its first-order value by about 4.8%. The 80-interval mesh gives 4.86%, about 0.01 percentage point above the converged value. The complete numerical output follows the text.

### The model beside a real discharge

A pressure of 50 mTorr, an electron temperature of 3 eV and a peak density of $10^{9}$ cm$^{-3}$ are rough values for a weak low-pressure argon discharge. At a peak density of $10^{11}$ cm$^{-3}$ the parameter $s$ in this cavity would be 0.98. It is then no longer small, and the first-order argument no longer guarantees a small error. For the diffusion profile $\omega^2-\omega_0^2$ then exceeds (4) by 9%. The shift lies only about 2% below (5), owing to the same accidental cancellation, which need not hold for other profiles. In the example the shift is about 4.5 times the linewidth of 1.43 MHz that follows from $Q=2000$.

Of the neglected effects estimated here, wall warming is the largest. With a rough expansion coefficient of $23\times10^{-6}$ K$^{-1}$ for aluminium, a uniform warming of 1 K lowers $f_0$ by 66 kHz, which is 1.0% of the plasma shift. If the reference frequency was taken with a cold wall, the density comes out too low by that fraction for each kelvin.

The other effects are smaller. Thermal motion of the electrons enters through their pressure, whose size relative to inertia is of the order of $3(\pi/h)^2k_BT_e/(m\omega_0^2)=1.2\times10^{-4}$. Moving ions would add a fraction $m/M=1.4\times10^{-5}$ to the shift, where $M$ is the ion mass. The Earth's magnetic field enters with a relative size of about $2\times10^{-7}$, the squared ratio of cyclotron to microwave frequency. The neutral gas lowers the resonance by about 46 Hz. With 1 mW absorbed, and coupling so weak that the cavity's own $Q$ is also close to 2000, the peak probing field is 9.6 V/cm, and the mean oscillation energy it gives an electron is $1.3\times10^{-4}$ eV, far below the thermal energy.

Real cavities also have openings for gas, power and substrates. These change $\mathbf E_0$ and hence the weight, by an amount not calculated here. The density profile is a further assumption, but it enters only when $n_E$ is converted to a peak value. The same 6.47 MHz means a peak of $1.0\times10^{9}$ cm$^{-3}$ for the diffusion profile and $4.6\times10^{8}$ cm$^{-3}$ for a uniform plasma. Neither profile is a full model of a real argon discharge at 50 mTorr. There the electric field drives the ions faster than their thermal speed in much of the plasma, so their diffusion coefficient is not constant, which tends to flatten the profile. The sheaths at the walls, which hold few electrons, act the other way. At $10^{9}$ cm$^{-3}$ and 3 eV the Debye length is 0.4 mm. At the sheath edge the density is roughly five times lower and the Debye length about 0.9 mm, and a sheath is several times thicker than that, which is not negligible in a gap of 20 mm. A reliable peak value therefore needs a profile measured or calculated for the discharge at hand.

### What each derivation assumes

Both derivations rest on the same physical model: cold electrons that respond locally and linearly, immobile ions, no static magnetic field, a steady density and a lossless closed wall. Their agreement confirms the algebra. It is not separate evidence for the model.

The first derivation assumes a field oscillating at one frequency, and it describes the electrons by a permittivity. It needs no complete set of modes. Its identity (3) remains valid when the field is strongly deformed, so long as $\omega_p<\omega$ everywhere. At $s=0.5$, with the computed field $\mathbf E$ in the integrals, the identity reproduced the computed change of $\omega^2$ within 0.3%. On the way to (4), low density enters at one place, where $\mathbf E$ is replaced by $\mathbf E_0$. The argument shows that the resulting error is of second order, but it gives neither the size nor the sign.

The second derivation assumes that the cavity fields form a complete set, including the curl-free family. Low density enters when all amplitudes but one are dropped. In return, the dropped amplitudes can be calculated, and they give the error with its sign. No single real frequency has to be assumed, so damping appears without a change of method. If the curl-free fields were left out, the first-order shift would stay the same, but the second-order coefficient of the example would be $-0.00407$ instead of $+0.04718$.

Non-degeneracy has a different place in each. In the first derivation it ensures that $\delta\mathbf E$ is small. In the second it keeps the denominators of (9) away from zero. When two modes lie closer in $\omega^2$ than the plasma coupling between them, both amplitudes must be kept in (8). The two frequencies then follow from a $2\times2$ matrix, and neither shift need be given by the squared field of a single vacuum mode.

## Computed results

```
Cavity radius, height: 40.0, 20.0 mm
Argon pressure: 50 mTorr; gas temperature 300 K
Electron temperature: 3.0 eV
Peak electron density: 1.000e+09 cm^-3
First zero of J0: 2.40483
Vacuum TM010 frequency f0: 2868.56 MHz
Peak plasma frequency: 283.93 MHz
Peak wp^2/w0^2: 0.00980
Radial weight factor: 0.72324
Axial weight factor: 0.63662
Weighted/peak density: 0.46043
Volume-average/peak density: 0.27486
Field-weighted density n_E: 4.6043e+08 cm^-3
First-order shift: 6.4698 MHz
Full field solution, extrapolated shift: 6.4690 MHz
Shift on coarse, fine mesh: 6.4760, 6.4707 MHz
Fine mesh minus extrapolated: 1.76 kHz
n_E recovered, linear formula: 4.6037e+08 cm^-3
n_E recovered, squared-frequency formula: 4.6089e+08 cm^-3
Density n_E per MHz of shift: 7.1166e+07 cm^-3
Hollow profile, same n_E, shift: 6.4581 MHz
Volume average, diffusion profile: 2.749e+08 cm^-3
Volume average, hollow profile: 1.056e+09 cm^-3
First-order coefficient, numerical: 0.46041
Second-order coefficient, sum: 0.04718
Second-order coefficient, numerical: 0.04718
  curl-free part: 0.05124; solenoidal part: -0.00407
Second-order/first-order term in example: 1.00e-03
Linearizing w^2-w0^2, relative effect: 1.13e-03
At peak wp^2/w0^2 = 0.5, (w^2-w0^2) exceeds first order by 4.86 %
Collision frequency (rough): 1.61e+08 s^-1
Collisions, relative effect (nu/w0)^2: 8.0e-05
Plasma contribution to 1/Q: 4.0e-05
Thermal motion, relative size: 1.2e-04
Ion motion, relative effect m/M: 1.4e-05
Earth field, relative size (wc/w0)^2: 2.4e-07
Neutral gas shift: -46.4 Hz
Wall warming shift: -66.0 kHz per K
Wall warming by 1 K / plasma shift: 1.02e-02
Loaded Q: 2000; linewidth f0/Q: 1.43 MHz
Absorbed probing power: 1.0 mW
Peak probing field: 9.62 V/cm
Electron quiver energy: 1.3e-04 eV
```
